\section*{Pseudomomentum of a Neutral Atom: Motional Stark and Orbital Zeeman Terms, part 1}

(Sections cited here and not found follow in the second part.)

\section{The conserved momentum and the Hamiltonian at fixed pseudomomentum}

\subsection{The physical situation}

An atom crosses the gap of a magnet. Seen from the laboratory, its electrons and its nucleus share a common velocity $\mathbf v$, and the magnetic force $q\,\mathbf v\times\mathbf B$ pulls them in opposite directions because their charges have opposite signs. The atom therefore behaves as if an electric field $\mathbf v\times\mathbf B$ acted on it, and its spectrum acquires a Stark effect that depends on its motion. The nucleus also circulates about the centre of mass, and its current changes the orbital Zeeman effect.

To make these statements quantitative one needs a quantity that labels the motion of the whole atom. Without a field this is the total momentum. In a field the total kinetic momentum is not constant: whenever the component of the electric dipole moment perpendicular to the field changes, a net magnetic force acts on the atom. The velocity thus varies with the internal motion and cannot serve as a fixed label. The questions are which vector is conserved instead, and what the internal Hamiltonian is when that vector has a given value.

\subsection{Assumptions and conventions}

The atom has $N$ electrons of charge $-e$ and mass $m$, with $e>0$, and a nucleus of charge $+Ne$ and mass $M$. The total mass is $M_t=M+Nm$. The magnetic field $\mathbf B$ is uniform and constant. The motion is nonrelativistic, and the potential $U$ depends only on the separations of the particles. Spin is left out at first and is added in a remark in the second half. SI units are used in the derivation.

A label $a$ runs over all particles, with charge $q_a$, mass $m_a$, position $\mathbf r_a$ and canonical momentum $\mathbf p_a=-i\hbar\nabla_a$. The gauge is
\begin{equation}
\mathbf A(\mathbf r)=\tfrac12\,\mathbf B\times\mathbf r ,
\label{eq:gauge}
\end{equation}
whose curl is $\mathbf B$. The kinetic momentum and the Hamiltonian are
\begin{equation}
\boldsymbol\pi_a=\mathbf p_a-q_a\mathbf A(\mathbf r_a)
=\mathbf p_a-\tfrac12q_a\mathbf B\times\mathbf r_a,
\qquad
H=\sum_a\frac{\boldsymbol\pi_a^2}{2m_a}+U .
\label{eq:H}
\end{equation}
The velocity of particle $a$ is $\boldsymbol\pi_a/m_a$.

\subsection{The conserved vector in classical mechanics}

Newton's equation for particle $a$ is
\begin{equation}
m_a\frac{d\mathbf v_a}{dt}=q_a\mathbf v_a\times\mathbf B+\mathbf F_a ,
\end{equation}
where $\mathbf F_a=-\nabla_aU$ is the internal force. Because $\mathbf B$ is uniform and constant, the magnetic force is a total time derivative:
\begin{equation}
q_a\mathbf v_a\times\mathbf B=-q_a\mathbf B\times\mathbf v_a
=-\frac{d}{dt}\bigl(q_a\mathbf B\times\mathbf r_a\bigr).
\end{equation}
Moving it to the left-hand side gives
\begin{equation}
\frac{d}{dt}\bigl(m_a\mathbf v_a+q_a\mathbf B\times\mathbf r_a\bigr)=\mathbf F_a .
\end{equation}
A common displacement of all particles leaves $U$ unchanged, so $\sum_a\mathbf F_a=0$. The sum over particles therefore gives a constant vector, the pseudomomentum:
\begin{equation}
\mathbf K=\sum_a\bigl(m_a\mathbf v_a+q_a\mathbf B\times\mathbf r_a\bigr).
\label{eq:Kclass}
\end{equation}
For a neutral system the second part depends on the electric dipole moment $\mathbf d=\sum_aq_a\mathbf r_a$ alone, and \eqref{eq:Kclass} reads $\mathbf K=M_t\mathbf V+\mathbf B\times\mathbf d$, with $\mathbf V$ the velocity of the centre of mass. When the component of the dipole perpendicular to $\mathbf B$ changes, $\mathbf V$ changes so as to keep this sum fixed.

\subsection{The conserved vector in quantum mechanics}

The quantum operator follows from \eqref{eq:Kclass} by replacing $m_a\mathbf v_a$ with $\boldsymbol\pi_a$. In the gauge \eqref{eq:gauge} the two terms in $\mathbf B\times\mathbf r_a$ have coefficients $-\tfrac12q_a$ and $+q_a$, so that
\begin{equation}
\hat{\mathbf K}=\sum_a\mathbf k_a,\qquad
\mathbf k_a=\mathbf p_a+\tfrac12q_a\mathbf B\times\mathbf r_a .
\label{eq:Kop}
\end{equation}
It differs from the total kinetic momentum in the sign of the field term.

\paragraph{Lemma 1.} The operator $\hat{\mathbf K}$ commutes with $H$, and with $Q=\sum_aq_a$ its components obey
\begin{equation}
[\hat K_j,\hat K_l]=-i\hbar\,Q\sum_n\epsilon_{jln}B_n .
\label{eq:KK}
\end{equation}
For $\mathbf B\neq0$ all components commute with one another if and only if $Q=0$.

\paragraph{Proof.} Operators of different particles commute, so one particle suffices, and its label is dropped. Repeated Cartesian indices are summed in this proof. From $[p_j,r_n]=-i\hbar\delta_{jn}$,
\begin{align}
[k_j,\pi_l]
&=-\tfrac q2\epsilon_{lsn}B_s[p_j,r_n]+\tfrac q2\epsilon_{jsn}B_s[r_n,p_l]\nonumber\\
&=\tfrac{i\hbar q}{2}B_s\bigl(\epsilon_{lsj}+\epsilon_{jsl}\bigr)=0 .
\end{align}
The bracket vanishes because exchanging $j$ and $l$ changes the sign of $\epsilon_{lsj}$. Hence $\hat{\mathbf K}$ commutes with every $\boldsymbol\pi_a$, and so with the kinetic energy. For the potential,
\begin{equation}
[\hat K_j,U]=-i\hbar\sum_a\frac{\partial U}{\partial r_{a,j}}=0 ,
\end{equation}
again because $U$ is unchanged by a common displacement. This proves $[\hat{\mathbf K},H]=0$.

In the commutator of two components of $\mathbf k$ the field term of the second factor has the opposite sign:
\begin{align}
[k_j,k_l]
&=\tfrac q2\epsilon_{lsn}B_s[p_j,r_n]+\tfrac q2\epsilon_{jsn}B_s[r_n,p_l]\nonumber\\
&=\tfrac{i\hbar q}{2}B_s\bigl(-\epsilon_{lsj}+\epsilon_{jsl}\bigr)
=i\hbar q\,\epsilon_{jsl}B_s=-i\hbar q\,\epsilon_{jls}B_s .
\end{align}
The sum over particles replaces $q$ by $Q$ and gives \eqref{eq:KK}. $\square$

\paragraph{Remark.} The lemma separates atoms from ions. An ion also has a conserved $\hat{\mathbf K}$, but its two components perpendicular to $\mathbf B$ cannot both have definite values. A single charge $q$ shows what this means. On a circular orbit about the point $\mathbf r_c$ its transverse velocity obeys $m\mathbf v=-q\mathbf B\times(\mathbf r-\mathbf r_c)$, so the transverse part of $\mathbf K$ is $q\mathbf B\times\mathbf r_c$. It fixes the centre of the orbit, whatever the radius, and in quantum mechanics the two transverse coordinates of this centre do not commute. The construction below needs all three components at once and therefore fails for ions.

\subsection{Separating the centre of mass}

From here on the atom is neutral. Let $\mathbf r_{e,i}$ and $\mathbf r_N$ be the positions of electron $i$ and of the nucleus in the laboratory, and define
\begin{equation}
\mathbf r_i=\mathbf r_{e,i}-\mathbf r_N,\qquad
\mathbf D=\sum_{i=1}^N\mathbf r_i,\qquad
\mathbf R=\frac{1}{M_t}\Bigl(m\sum_i\mathbf r_{e,i}+M\mathbf r_N\Bigr).
\end{equation}
Inserting $\mathbf r_{e,i}=\mathbf r_N+\mathbf r_i$ into $\mathbf R$ gives $\mathbf R=\mathbf r_N+(m/M_t)\mathbf D$, hence
\begin{equation}
\mathbf r_N=\mathbf R-\frac m{M_t}\mathbf D,\qquad
\mathbf r_{e,i}=\mathbf R+\mathbf r_i-\frac m{M_t}\mathbf D .
\label{eq:positions}
\end{equation}
Let $\mathbf P=-i\hbar\nabla_{\mathbf R}$, and let $\mathbf p_i=-i\hbar\nabla_{\mathbf r_i}$ now denote the momentum conjugate to the relative position $\mathbf r_i$. Moving electron $i$ alone changes $\mathbf R$ by the fraction $m/M_t$ and changes $\mathbf r_i$ fully. Moving the nucleus changes $\mathbf R$ by the fraction $M/M_t$ and changes every $\mathbf r_i$ by the opposite of the displacement. The chain rule then gives
\begin{equation}
\mathbf p_{e,i}=\frac m{M_t}\mathbf P+\mathbf p_i,\qquad
\mathbf p_N=\frac M{M_t}\mathbf P-\sum_j\mathbf p_j .
\label{eq:momenta}
\end{equation}
The sum of all laboratory momenta is $\mathbf P$. The charges enter \eqref{eq:Kop} through
\begin{equation}
\sum_aq_a\mathbf r_a=-e\sum_i\mathbf r_{e,i}+Ne\,\mathbf r_N=-e\mathbf D ,
\end{equation}
so the pseudomomentum of the neutral atom is
\begin{equation}
\hat{\mathbf K}=\mathbf P-\frac e2\,\mathbf B\times\mathbf D .
\label{eq:Kneutral}
\end{equation}

\paragraph{Lemma 2.} The states with $\hat{\mathbf K}\Psi=\mathbf K\Psi$, where $\mathbf K$ is a vector of real numbers, have the form
\begin{equation}
\Psi=e^{iS/\hbar}\,\varphi(\mathbf r_1,\dots,\mathbf r_N),\qquad
S=\Bigl(\mathbf K+\frac e2\mathbf B\times\mathbf D\Bigr)\cdot\mathbf R .
\label{eq:phase}
\end{equation}

\paragraph{Proof.} By \eqref{eq:Kneutral} the eigenvalue equation is
\begin{equation}
-i\hbar\nabla_{\mathbf R}\Psi=\Bigl(\mathbf K+\frac e2\mathbf B\times\mathbf D\Bigr)\Psi .
\end{equation}
The bracket does not depend on $\mathbf R$, so the equation integrates to a plane wave in $\mathbf R$. Its prefactor may depend on the relative positions and on nothing else. $\square$

The wave vector of this plane wave depends on the internal coordinates. For that reason the phase does more than remove the centre of mass: it also changes the relative momenta.

\paragraph{Lemma 3.} Acting on states of the form \eqref{eq:phase}, the kinetic momenta are equivalent to the following operators on $\varphi$:
\begin{align}
\boldsymbol\pi_{e,i}&\to\frac m{M_t}\mathbf K+\mathbf p_i+\frac e2\mathbf B\times\mathbf r_i ,
\label{eq:pie}\\
\boldsymbol\pi_N&\to\frac M{M_t}\mathbf K-\sum_j\mathbf p_j+\frac e2\mathbf B\times\mathbf D .
\label{eq:piN}
\end{align}

\paragraph{Proof.} A momentum acting on $e^{iS/\hbar}\varphi$ gives $e^{iS/\hbar}$ times the momentum plus the gradient of $S$, acting on $\varphi$. Since $\varphi$ does not depend on $\mathbf R$,
\begin{equation}
\mathbf P\to\mathbf K+\frac e2\mathbf B\times\mathbf D .
\end{equation}
For the relative momenta, the cyclic property of the triple product gives $(\mathbf B\times\mathbf D)\cdot\mathbf R=\mathbf D\cdot(\mathbf R\times\mathbf B)$. Its gradient with respect to any $\mathbf r_i$ is $\mathbf R\times\mathbf B$, so
\begin{equation}
\mathbf p_i\to\mathbf p_i+\frac e2\mathbf R\times\mathbf B=\mathbf p_i-\frac e2\mathbf B\times\mathbf R .
\end{equation}
An electron has charge $-e$, hence $\boldsymbol\pi_{e,i}=\mathbf p_{e,i}+\tfrac e2\mathbf B\times\mathbf r_{e,i}$. With \eqref{eq:positions} and \eqref{eq:momenta},
\begin{align}
\boldsymbol\pi_{e,i}\to{}&\frac m{M_t}\Bigl(\mathbf K+\frac e2\mathbf B\times\mathbf D\Bigr)
+\mathbf p_i-\frac e2\mathbf B\times\mathbf R\nonumber\\
&+\frac e2\mathbf B\times\Bigl(\mathbf R+\mathbf r_i-\frac m{M_t}\mathbf D\Bigr).
\end{align}
The terms in $\mathbf R$ cancel, and so do the terms in $\mathbf D$. What remains is \eqref{eq:pie}.

The nucleus has charge $+Ne$, hence $\boldsymbol\pi_N=\mathbf p_N-\tfrac{Ne}2\mathbf B\times\mathbf r_N$. The sum $-\sum_j\mathbf p_j$ contributes $+\tfrac{Ne}2\mathbf B\times\mathbf R$ through the phase, and
\begin{align}
\boldsymbol\pi_N\to{}&\frac M{M_t}\Bigl(\mathbf K+\frac e2\mathbf B\times\mathbf D\Bigr)
-\sum_j\mathbf p_j+\frac{Ne}2\mathbf B\times\mathbf R\nonumber\\
&-\frac{Ne}2\mathbf B\times\Bigl(\mathbf R-\frac m{M_t}\mathbf D\Bigr).
\end{align}
The terms in $\mathbf R$ cancel. The terms in $\mathbf D$ add to $\tfrac e2\mathbf B\times\mathbf D\,(M+Nm)/M_t=\tfrac e2\mathbf B\times\mathbf D$, which gives \eqref{eq:piN}. $\square$

The cancellation of $\mathbf R$ expresses the uniformity of the field: the internal motion cannot depend on where the atom is.

\subsection{The theorem}

\paragraph{Theorem.} Under the stated assumptions, the internal function $\varphi$ of a neutral atom with pseudomomentum $\mathbf K$ obeys a Schr\"odinger equation with the Hamiltonian
\begin{align}
H_{\mathbf K}={}&\frac{\mathbf K^2}{2M_t}+\frac e{M_t}(\mathbf K\times\mathbf B)\cdot\mathbf D
+\sum_i\frac{\mathbf p_i^2}{2m}+\frac{(\sum_i\mathbf p_i)^2}{2M}+U\nonumber\\
&+\frac e{2m}\mathbf B\cdot\sum_i\mathbf r_i\times\mathbf p_i
-\frac e{2M}\mathbf B\cdot\Bigl(\mathbf D\times\sum_j\mathbf p_j\Bigr)\nonumber\\
&+\frac{e^2}{8m}\sum_i(\mathbf B\times\mathbf r_i)^2+\frac{e^2}{8M}(\mathbf B\times\mathbf D)^2 .
\label{eq:HK}
\end{align}

\paragraph{Proof.} The operators of Lemma 3 are squared. In $\mathbf p_i\cdot(\mathbf B\times\mathbf r_i)$ each component of $\mathbf p_i$ multiplies the other two components of $\mathbf r_i$, with which it commutes. The order of the factors is therefore immaterial, and
\begin{equation}
\mathbf p_i\cdot(\mathbf B\times\mathbf r_i)=\mathbf B\cdot(\mathbf r_i\times\mathbf p_i).
\end{equation}
The same argument gives $\sum_j\mathbf p_j\cdot(\mathbf B\times\mathbf D)=\mathbf B\cdot(\mathbf D\times\sum_j\mathbf p_j)$. Hence
\begin{align}
\frac{\boldsymbol\pi_{e,i}^2}{2m}\to{}&\frac{m\mathbf K^2}{2M_t^2}
+\frac{\mathbf K}{M_t}\cdot\Bigl(\mathbf p_i+\frac e2\mathbf B\times\mathbf r_i\Bigr)
+\frac{\mathbf p_i^2}{2m}\nonumber\\
&+\frac e{2m}\mathbf B\cdot(\mathbf r_i\times\mathbf p_i)+\frac{e^2}{8m}(\mathbf B\times\mathbf r_i)^2,\\
\frac{\boldsymbol\pi_N^2}{2M}\to{}&\frac{M\mathbf K^2}{2M_t^2}
+\frac{\mathbf K}{M_t}\cdot\Bigl(-\sum_j\mathbf p_j+\frac e2\mathbf B\times\mathbf D\Bigr)
+\frac{(\sum_j\mathbf p_j)^2}{2M}\nonumber\\
&-\frac e{2M}\mathbf B\cdot\Bigl(\mathbf D\times\sum_j\mathbf p_j\Bigr)
+\frac{e^2}{8M}(\mathbf B\times\mathbf D)^2 .
\end{align}
Now sum over the electrons and add the nucleus. The terms in $\mathbf K^2$ give $(Nm+M)/2M_t^2=1/2M_t$. In the terms linear in $\mathbf K$ the momenta cancel, while the two field parts are equal and add:
\begin{equation}
\frac{\mathbf K}{M_t}\cdot\Bigl(\frac e2\mathbf B\times\mathbf D+\frac e2\mathbf B\times\mathbf D\Bigr)
=\frac e{M_t}\mathbf K\cdot(\mathbf B\times\mathbf D)
=\frac e{M_t}(\mathbf K\times\mathbf B)\cdot\mathbf D .
\end{equation}
The potential commutes with the phase and stays as it is. Collecting the remaining terms gives \eqref{eq:HK}. $\square$

\paragraph{Remark.} With the phase \eqref{eq:phase}, the electrons and the nucleus each supply half of the term $(e/M_t)(\mathbf K\times\mathbf B)\cdot\mathbf D$. This split is a convention: a further phase $e^{i\chi(\mathbf r_1,\dots,\mathbf r_N)/\hbar}$ in $\varphi$ adds $\mathbf K\cdot\sum_i\nabla_i\chi/M_t$ to the electron part and subtracts it from the nuclear part, so only the sum has a meaning. At $\mathbf B=0$ the first line of \eqref{eq:HK} reduces to free motion of the atom plus the usual internal Hamiltonian, in which $(\sum_i\mathbf p_i)^2/2M$ is the kinetic energy of the recoiling nucleus.

\section{Stark term, mass-difference factor and their consequences}

\subsection{Results carried over}

A neutral atom has $N$ electrons (charge $-e$, mass $m$) and a nucleus of mass $M$; its total mass is $M_t$. The electrons have positions $\mathbf r_i$ relative to the nucleus and conjugate momenta $\mathbf p_i$, and $\mathbf D=\sum_i\mathbf r_i$. In a uniform field $\mathbf B$ the pseudomomentum $\mathbf K$ is conserved and its components can be fixed together. At fixed $\mathbf K$ the internal Hamiltonian is \eqref{eq:HK}, and the kinetic momenta act as in \eqref{eq:pie} and \eqref{eq:piN}.

This part has shown that the pseudomomentum of a neutral atom in a uniform magnetic field is conserved, with components that can be fixed together, and has derived the internal Hamiltonian at a fixed value of it. What remains is to read off the motional Stark term and the effect of the nuclear mass on the orbital Zeeman term, and to work out their consequences for the ground state and the level $n=2$, with numerical examples.
